# Half-Step-Shifted Meshes in One Dimension: Doubled Sampling and Error Estimates: test program

```python
"""Half-step-shifted k meshes in one dimension.
Result under test, for a fixed periodic f with harmonics c_m:
  A_N = mean of f on the N-point Gamma mesh, B_N = mean on the shifted mesh
  (A_N + B_N)/2 = A_2N and D_N = (A_N - B_N)/2 = E_N - E_2N,
where E_N = A_N - c_0 is the signed sampling error. D_N is a good estimate
of E_N only when E_2N is much smaller than E_N.
Example: pi-electron energy per cell of armchair graphene ribbons.
phase = k*a (dimensionless), a = cell length, t = hopping energy in eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

BOND_NM = 0.142
HOPPING = 2.7
CELL_NM = 3 * BOND_NM
EDGE_FACTOR = 1.12
EXCHANGE = 2.0
TEMPERATURE = 400.0


def ribbon_bonds(lines):
    """Find nearest neighbours from atom positions (unit: one bond length)."""
    atoms = []
    for line in range(lines):
        start = 1.5 * (line % 2)
        height = line * np.sqrt(3) / 2
        atoms += [(start, height), (start + 1, height)]
    bonds, edge = [], []
    for i in range(len(atoms)):
        for j in range(i + 1, len(atoms)):
            for cell in (-2, -1, 0, 1, 2):
                dx = atoms[j][0] + 3 * cell - atoms[i][0]
                dy = atoms[j][1] - atoms[i][1]
                if abs(np.hypot(dx, dy) - 1) < 1e-8:
                    bonds.append((i, j, cell))
                    edge.append(i // 2 == j // 2 and i // 2 in (0, lines - 1))
    return bonds, np.array(edge)


def hamiltonian(phases, lines, bonds, hops):
    phases = np.atleast_1d(phases)
    h = np.zeros((len(phases), 2 * lines, 2 * lines), complex)
    for (i, j, cell), hop in zip(bonds, hops):
        term = -hop * np.exp(1j * phases * cell)
        h[:, i, j] += term
        h[:, j, i] += term.conj()
    return h


def make_energy(lines, bonds, hops):
    def energy(phases):
        levels = np.linalg.eigvalsh(hamiltonian(phases, lines, bonds, hops))
        return 2 * levels[:, :lines].sum(axis=1)
    return energy


def mesh(n, shift=0.0):
    return 2 * np.pi * (np.arange(n) + shift) / n


def mesh_mean(func, n, shift=0.0):
    return func(mesh(n, shift)).mean()


def half_difference(func, n):
    return (mesh_mean(func, n) - mesh_mean(func, n, 0.5)) / 2


def zone_average(func):
    """Average of an even function by adaptive quadrature."""
    value = quad(lambda x: func(np.array([x]))[0], 0, np.pi,
                 epsabs=1e-10, epsrel=1e-12, limit=200)[0]
    return value / np.pi


def harmonic(func, m):
    value = quad(lambda x: func(np.array([x]))[0], 0, np.pi,
                 weight="cos", wvar=m, epsabs=1e-10, epsrel=1e-10,
                 limit=200)[0]
    return value / np.pi


# Binomial coefficients of the square root, by their recursion
binomial = [1.0]
for index in range(400):
    binomial.append(binomial[-1] * (0.5 - index) / (index + 1))
binomial = np.array(binomial)


def modulus_harmonic(m, w):
    """Harmonic m of |1 + w exp(iq)| from the product of two series."""
    if abs(w) > 1:
        return abs(w) * modulus_harmonic(m, 1 / w)
    j = np.arange(200)
    return np.sum(binomial[j] * binomial[j + m] * w ** (2.0 * j + m))


# Seven-line ribbon: bands, gap and harmonics
LINES = 7
bonds, edge = ribbon_bonds(LINES)
assert len(bonds) == 3 * LINES - 2
uniform = np.full(len(bonds), HOPPING)
energy = make_energy(LINES, bonds, uniform)
widths = 2 * np.cos(np.arange(1, LINES + 1) * np.pi / (LINES + 1))
for phase in (0.0, 1.1, 2.9):
    levels = np.linalg.eigvalsh(hamiltonian(phase, LINES, bonds, uniform))[0]
    mode = HOPPING * abs(1 + widths * np.exp(0.5j * phase))
    assert np.allclose(levels, np.sort(np.r_[-mode, mode]), atol=1e-10)


def band_gap(hops):
    levels = np.linalg.eigvalsh(hamiltonian(mesh(200), LINES, bonds, hops))
    return levels[:, LINES].min() - levels[:, LINES - 1].max()


gap = band_gap(uniform)
assert abs(gap - 2 * HOPPING * (1 - 2 * np.cos(3 * np.pi / 8))) < 1e-10
exact = zone_average(energy)

# Harmonics by quadrature against the double binomial series
coeff = {m: harmonic(energy, m) for m in range(4, 33, 4)}
for m in (4, 8, 12):
    series = -2 * HOPPING * sum(modulus_harmonic(2 * m, w) for w in widths)
    assert abs(coeff[m] - series) < 1e-8 and coeff[m] > 0
w_slow = widths[2]
for m in (2, 4, 8):
    s_m = harmonic(lambda q: abs(1 + w_slow * np.exp(1j * q)), m)
    upper = abs(binomial[m]) * w_slow ** m
    assert upper * np.sqrt(1 - w_slow ** 2) < -s_m < upper

# Which harmonics each mesh lets through
gamma_sum = exact + 2 * sum(coeff.values())
shift_sum = exact + 2 * sum((-1) ** (m // 4) * c for m, c in coeff.items())
assert abs(mesh_mean(energy, 4) - gamma_sum) < 1e-8
assert abs(mesh_mean(energy, 4, 0.5) - shift_sum) < 1e-8

# Mesh table, identities and signs
table = []
for n in (2, 3, 4, 6, 8, 12):
    a_n, b_n = mesh_mean(energy, n), mesh_mean(energy, n, 0.5)
    a_2n = mesh_mean(energy, 2 * n)
    d_n, e_n, e_2n = (a_n - b_n) / 2, a_n - exact, a_2n - exact
    assert abs((a_n + b_n) / 2 - a_2n) < 1e-11
    assert abs(e_n - d_n - e_2n) < 1e-11
    assert 0 < d_n < e_n and b_n < exact
    table.append((n, a_n, b_n, a_2n, d_n, e_n, e_2n))
# A quarter-step shift must not reproduce the doubled mesh
wrong = (mesh_mean(energy, 4) + mesh_mean(energy, 4, 0.25)) / 2
assert abs(wrong - mesh_mean(energy, 8)) > 1e-3

# Decay rate; the tolerance covers faster bands and 1/N corrections
decay = w_slow ** 2
assert abs(decay - (2 - np.sqrt(2))) < 1e-12
measured = half_difference(energy, 28) / half_difference(energy, 24)
measured = (measured * (28 / 24) ** 1.5) ** 0.25
assert abs(measured / decay - 1) < 0.02

# Smallest even mesh whose estimate is below 1 meV per atom
atoms = 2 * LINES
chosen = next(n for n in range(2, 40, 2)
              if abs(half_difference(energy, n)) / atoms < 1e-3)
chosen_d = half_difference(energy, chosen) / atoms * 1e3
chosen_e = (mesh_mean(energy, chosen) - exact) / atoms * 1e3
chosen_2e = (mesh_mean(energy, 2 * chosen) - exact) / atoms * 1e3

# Gapless five-line ribbon
bonds5, _ = ribbon_bonds(5)
energy5 = make_energy(5, bonds5, np.full(len(bonds5), HOPPING))
exact5 = zone_average(energy5)
d5 = half_difference(energy5, 20)
e5 = mesh_mean(energy5, 20) - exact5
assert abs(d5 / e5 - 0.75) < 2e-3


# Half-filled uniform chain, hopping 1 eV, chemical potential fixed at zero
def chain(phases):
    return 2 * np.minimum(-2 * np.cos(phases), 0)


chain_exact = quad(lambda x: float(chain(x)), 0, np.pi,
                   points=[np.pi / 2], epsabs=1e-13)[0] / np.pi
chain_rows = []
for n in (8, 9, 10, 40, 42):
    chain_rows.append((n, half_difference(chain, n),
                       mesh_mean(chain, n) - chain_exact))
assert abs(chain_rows[1][1]) < 1e-13 and abs(chain_rows[1][2]) > 1e-3
assert abs(chain_rows[3][1] / chain_rows[3][2] - 0.75) < 3e-3
assert abs(chain_rows[4][1] / chain_rows[4][2] - 1.5) < 3e-3


# Two dimensions: one diagonal shift does not complete the doubled mesh
def square_mean(n, shift):
    x, y = np.meshgrid(mesh(n, shift), mesh(n, shift))
    return np.mean(np.cos(4 * x) * np.cos(4 * y))


two_d_average = (square_mean(4, 0) + square_mean(4, 0.5)) / 2
two_d_double = square_mean(8, 0)
assert abs(two_d_average - two_d_double) > 0.5

# Neglected effect: stronger edge bonds
edge_hops = np.where(edge, EDGE_FACTOR * HOPPING, HOPPING)
edge_energy = make_energy(LINES, bonds, edge_hops)
edge_gap = band_gap(edge_hops)
edge_d = half_difference(edge_energy, 8)
edge_e = mesh_mean(edge_energy, 8) - zone_average(edge_energy)

# Neglected effect: thermal occupation (grand potential, mid-gap level)
kt = constants.k * TEMPERATURE / constants.e
all_levels = np.linalg.eigvalsh(hamiltonian(mesh(400), LINES, bonds, uniform))
thermal = -2 * kt * np.log1p(np.exp(-abs(all_levels) / kt)).sum(axis=1).mean()


# Neglected effect: self-consistent nearest-neighbour exchange
def self_consistent(n, shift=0.0):
    phases = mesh(n, shift)
    order = np.full(len(bonds), 0.25)
    for _ in range(500):
        hops = HOPPING + EXCHANGE * order
        vectors = np.linalg.eigh(hamiltonian(phases, LINES, bonds, hops))[1]
        occupied = vectors[:, :, :LINES]
        new = np.array([np.mean(np.sum(occupied[:, i].conj() * occupied[:, j],
                                       axis=1) * np.exp(1j * phases * cell)).real
                        for i, j, cell in bonds])
        change = np.max(abs(new - order))
        order = new
        if change < 1e-11:
            break
    assert change < 1e-11
    total = np.sum(-4 * HOPPING * order - 2 * EXCHANGE * order ** 2)
    return total, order


scf_rows = []
for n in (4, 8):
    (sa, pa), (sb, pb) = self_consistent(n), self_consistent(n, 0.5)
    s2, p2 = self_consistent(2 * n)
    scf_rows.append((n, (sa - sb) / 2, s2 - (sa + sb) / 2,
                     np.max(abs(pa - pb))))
    assert scf_rows[-1][2] > 0
ratios = [row[2] / row[1] for row in scf_rows]
assert 0 < ratios[1] < ratios[0] and ratios[1] < 0.05
scf_gap = band_gap(HOPPING + EXCHANGE * p2)

print(f"bond length {BOND_NM:.3f} nm, cell length {CELL_NM:.3f} nm")
print(f"hopping {HOPPING:.2f} eV, dimer lines {LINES}, atoms per cell {atoms}")
print(f"band gap {gap:.4f} eV")
print(f"zone-average energy c_0 {exact:.8f} eV per cell")
print("Gamma, shifted and averaged energies, eV per cell:")
for n, a_n, b_n, a_2n, d_n, e_n, e_2n in table:
    print(f"N={n:2d} A={a_n:.7f} B={b_n:.7f} mean={(a_n+b_n)/2:.7f} "
          f"A_2N={a_2n:.7f}")
print("Estimate and true errors, meV per cell; ratio without unit:")
for n, a_n, b_n, a_2n, d_n, e_n, e_2n in table:
    print(f"N={n:2d} D_N={1e3*d_n:.5f} E_N={1e3*e_n:.5f} "
          f"E_2N={1e3*e_2n:.6f} D_N/E_N={d_n/e_n:.6f}")
print(f"harmonics c_4={1e3*coeff[4]:.5f}, c_8={1e3*coeff[8]:.5f}, "
      f"c_12={1e3*coeff[12]:.5f} meV per cell")
print(f"slowest decay factor per mesh point: formula {decay:.5f}, "
      f"from meshes 24 and 28 {measured:.5f}")
print(f"quarter-step control, N=4: average minus A_8 = "
      f"{1e3*(wrong-mesh_mean(energy, 8)):.4f} meV per cell")
print(f"first even N with D_N below 1 meV per atom: {chosen}")
print(f"  there D_N={chosen_d:.4f}, E_N={chosen_e:.4f}, "
      f"E_2N={chosen_2e:.5f} meV per atom")
print(f"  mesh spacing {2*np.pi/(chosen*CELL_NM):.4f} per nm")
print(f"gapless 5-line ribbon, N=20: D={1e3*d5:.4f}, E={1e3*e5:.4f} "
      f"meV per cell, D/E={d5/e5:.5f}")
print("half-filled chain, hopping 1 eV (energies in meV per cell):")
for n, d_n, e_n in chain_rows:
    print(f"N={n:2d} D={1e3*d_n:.4f} E={1e3*e_n:.4f} D/E={d_n/e_n:.4f}")
print(f"2D test function: average of two 4x4 meshes {two_d_average:.3f}, "
      f"8x8 mesh {abs(two_d_double):.3f} (no unit)")
print(f"edge bonds times {EDGE_FACTOR:.2f}: gap {edge_gap:.4f} eV, N=8 "
      f"D={1e3*edge_d:.4f}, E={1e3*edge_e:.4f} meV per cell")
print(f"thermal shift at {TEMPERATURE:.0f} K: {thermal:.3e} eV per cell")
print(f"exchange strength {EXCHANGE:.1f} eV: self-consistent gap "
      f"{scf_gap:.4f} eV")
for (n, d_n, defect, spread), ratio in zip(scf_rows, ratios):
    print(f"N={n} self-consistent D={1e3*d_n:.4f}, A_2N minus mean="
          f"{1e3*defect:.6f} meV per cell, ratio={ratio:.6f}")
    print(f"  largest bond-order difference A to B: {spread:.6f} (no unit)")
print("done: every assertion held")
```

Output:

```
bond length 0.142 nm, cell length 0.426 nm
hopping 2.70 eV, dimer lines 7, atoms per cell 14
band gap 1.2670 eV
zone-average energy c_0 -56.54857385 eV per cell
Gamma, shifted and averaged energies, eV per cell:
N= 2 A=-55.9132554 B=-57.0887236 mean=-56.5009895 A_2N=-56.5009895
N= 3 A=-56.3968157 B=-56.6864116 mean=-56.5416136 A_2N=-56.5416136
N= 4 A=-56.5009895 B=-56.5934932 mean=-56.5472413 A_2N=-56.5472413
N= 6 A=-56.5416136 B=-56.5553923 mean=-56.5485030 A_2N=-56.5485030
N= 8 A=-56.5472413 B=-56.5498966 mean=-56.5485690 A_2N=-56.5485690
N=12 A=-56.5485030 B=-56.5486447 mean=-56.5485738 A_2N=-56.5485738
Estimate and true errors, meV per cell; ratio without unit:
N= 2 D_N=587.73409 E_N=635.31847 E_2N=47.584378 D_N/E_N=0.925102
N= 3 D_N=144.79798 E_N=151.75818 E_2N=6.960201 D_N/E_N=0.954136
N= 4 D_N=46.25187 E_N=47.58438 E_2N=1.332507 D_N/E_N=0.971997
N= 6 D_N=6.88931 E_N=6.96020 E_2N=0.070894 D_N/E_N=0.989814
N= 8 D_N=1.32763 E_N=1.33251 E_2N=0.004878 D_N/E_N=0.996339
N=12 D_N=0.07086 E_N=0.07089 E_2N=0.000033 D_N/E_N=0.999528
harmonics c_4=23.09031, c_8=0.66380, c_12=0.03543 meV per cell
slowest decay factor per mesh point: formula 0.58579, from meshes 24 and 28 0.58290
quarter-step control, N=4: average minus A_8 = 21.7983 meV per cell
first even N with D_N below 1 meV per atom: 6
  there D_N=0.4921, E_N=0.4972, E_2N=0.00506 meV per atom
  mesh spacing 2.4582 per nm
gapless 5-line ribbon, N=20: D=5.3021, E=7.0693 meV per cell, D/E=0.75002
half-filled chain, hopping 1 eV (energies in meV per cell):
N= 8 D=49.7281 E=66.1328 D/E=0.7519
N= 9 D=-0.0000 E=-6.4872 D/E=0.0000
N=10 D=-31.6769 E=-21.1876 D/E=1.4951
N=40 D=1.9645 E=2.6191 D/E=0.7501
N=42 D=-1.7818 E=-1.1881 D/E=1.4997
2D test function: average of two 4x4 meshes 1.000, 8x8 mesh 0.000 (no unit)
edge bonds times 1.12: gap 1.5355 eV, N=8 D=1.0764, E=1.0787 meV per cell
thermal shift at 400 K: -7.324e-11 eV per cell
exchange strength 2.0 eV: self-consistent gap 1.6726 eV
N=4 self-consistent D=50.7294, A_2N minus mean=0.366570 meV per cell, ratio=0.007226
  largest bond-order difference A to B: 0.007268 (no unit)
N=8 self-consistent D=1.2393, A_2N minus mean=0.001505 meV per cell, ratio=0.001214
  largest bond-order difference A to B: 0.000551 (no unit)
done: every assertion held
```
